# The midgap level of a vacancy in an alternating-hopping chain, part 2

One atom is removed from a chain of identical atoms with one orbital each, and we seek the levels this leaves in the gap of the intact host. Electrons are independent and the lattice is rigid. Energies are in eV, measured from the common site energy.

Cell $n$ holds sites $A_n$ and $B_n$, with amplitudes $a_n$ and $b_n$. The hopping elements are $-t_1$ within a cell and $-t_2$ from $B_n$ to $A_{n+1}$, with $t_1,t_2>0$. The host gap is $2|t_1-t_2|$, with its edges at $k=\pi$, where $k$ is the phase per cell. The missing atom is $A_0$.

The first derivation places a potential $U$ on that atom. If $G_{00}(E)$ is the diagonal element of the host Green function there, a gap level obeys

$$G_{00}(E)=\frac1U .$$

The vacancy is the limit $U\to\infty$, with condition $G_{00}(E)=0$. For the chain,

$$G_{00}(E)=-\frac{E}{\sqrt{[(t_1-t_2)^2-E^2]\,[(t_1+t_2)^2-E^2]}} ,$$

so the level is at $E=0$. For large finite $U$ it lies at

$$E\approx-\frac{|t_1^2-t_2^2|}{U},$$

and a further state is expelled to an energy near $U$.

The second derivation deletes $A_0$ from a ring of $N$ cells:

$$Ea_n=-t_1b_n-t_2b_{n-1}\qquad(1\le n\le N-1),$$

$$Eb_n=-t_1a_n-t_2a_{n+1}\qquad(0\le n\le N-1),$$

with $a_0=a_N=0$. For $E\ne0$, eliminating $b_n$ gives the band states $\pm|E_j|$, with $j=1,\dots,N-1$ and

$$E_j^2=t_1^2+t_2^2+2t_1t_2\cos(\pi j/N).$$

One state remains, at $E=0$, with every $a_n=0$ and

$$b_n=-\frac{t_2}{t_1}\,b_{n-1}.$$

For $t_1>t_2$ and $N\to\infty$, its normalized weights on $B_n$ with $n\ge0$ are

$$p_n=(1-q)\,q^n ,$$

where $q=(t_2/t_1)^2$.

The numerical case is a conjugated chain with $t_1=2.85$ eV, $t_2=2.15$ eV and cell length 0.245 nm, so the gap is 1.40 eV and $q=0.569$.

### Counting and charge

The intact ring has $N$ levels in each band. The removal takes one level from each band and returns one at midgap, so one state in total is lost. For $N=200$, diagonalization gives 199 levels below the gap, one in it and 199 above.

If each atom supplies one electron, the neutral chain with the vacancy holds $2N-1$ electrons. The lower band takes $2(N-1)$ of them, and the last one occupies the midgap level alone. The neutral defect carries an unpaired spin. Removing that electron leaves charge $+e$ and adding another leaves $-e$, which is how a defect level stores charge.

### What each derivation assumes

Both derivations treat independent electrons, one orbital per atom and a lattice that does not respond to the removal. They differ in what they need beyond that.

The first derivation needs the onsite Green function of the host and an energy inside a host gap. It needs no sublattices, no particular range of hopping and no particular dimension. It also covers a finite potential, and hence a foreign atom whose site energy differs from that of the host while its bonds stay the same. Its general part promises at most one level per gap. Whether there is one depends on the sign of $G_{00}$ at the two edges, which must be worked out for each host.

The second derivation needs hopping that joins $A$ only to $B$, and the closed solution needs the regular sequence of $t_1$ and $t_2$. In return it gives every level of a finite chain and accounts for the band states. Part of it survives even when the hoppings are irregular. At $E=0$, the equations on the $A$ sites are $N-1$ conditions on $N$ amplitudes $b_n$, so a nonzero solution exists for any values of the hoppings. The level at zero is thus protected by the surplus of one site, and its shape is not.

The two also fail differently. Second-neighbour hopping removes the protection used in the second derivation, while the condition $G_{00}(E)=0$ remains valid with the new host function. Relaxed bonds near the vacancy are outside the first derivation as it stands, because more than one site is then disturbed, while the surplus argument still holds.

### Second-neighbour hopping

Let an element $-t'$ join each site to the next one of its own kind. To first order the level moves by the expectation value of this term in the midgap state:

$$\Delta E=-2t'\sum_{n\ge0}\psi_n\psi_{n+1}
=2t'\,\frac{t_2}{t_1}\sum_{n\ge0}\psi_n^2=2t'\,\frac{t_2}{t_1}.$$

Here $\psi_n$ is the normalized amplitude on $B_n$, and $\psi_{n+1}=-(t_2/t_1)\psi_n$ has been used. The host bands move as well, by $-2t'\cos k$. For the numbers used here the gap edges stay at $k=\pi$, and the gap centre moves to $+2t'$. Measured from that centre the level lies at

$$-2t'\left(1-\frac{t_2}{t_1}\right).$$

With a chosen $t'=0.10$ eV, the first-order shift is $0.20\times0.754=0.151$ eV, and diagonalization gives the same value to this accuracy. The gap centre is at 0.200 eV, so the level is 0.049 eV below it. The level is no longer exactly at midgap, but the displacement is small compared with the gap of 1.40 eV.

### Repulsion between electrons

A localized level is sensitive to the repulsion between two electrons on one site. Take this energy as

$$W\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right),$$

where $n_{i\sigma}$ is the number of electrons of spin $\sigma$ on site $i$. The states at $\pm|E_j|$ have equal weights on every site, since they differ by the sign of the $B$ amplitudes. All states together have weight 1 on each site. The filled lower band therefore contributes $(1-p_i)/2$ per spin, where $p_i$ is the weight of the midgap state on site $i$.

Let the midgap electron have spin up. Then $n_{i\uparrow}-\tfrac12=p_i/2$ and $n_{i\downarrow}-\tfrac12=-p_i/2$ in the mean. Keep all orbitals fixed and treat the repulsion in mean field to first order. A second electron, of spin down, enters the level at

$$W\sum_ip_i\,\frac{p_i}{2}=\frac W2\sum_ip_i^2,$$

and the electron already present sits at minus this value. The sum follows from the geometric series,

$$\sum_ip_i^2=\frac{(1-q)^2}{1-q^2}=\frac{1-q}{1+q}=0.275 .$$

For a chosen $W=4.0$ eV the levels for removal and addition lie at $-0.55$ and $+0.55$ eV. The gap edges are at $\pm0.70$ eV. With the values chosen here, repulsion shifts the level more than second-neighbour hopping does, and the picture of a single level at midgap holds only when $W\sum_ip_i^2$ is small compared with the gap.

This also affects how firmly charge is held. At 300 K the thermal energy is 0.0259 eV, and half the gap is 27 times as large. In the estimate above, however, a second electron is only about 0.15 eV below the upper band, or roughly six times the thermal energy. Even this margin is not reliable, because the orbitals were kept fixed. At this value of $W$ the electrons of the filled band respond strongly to the unpaired spin, and in mean field their response brings the level still closer to the upper band. Mean field is itself doubtful here, since $W$ is near the value, about 4.7 eV, at which it makes the intact host magnetic. It also leaves the band edge at 0.70 eV, whereas correlation beyond mean field widens the host gap and works in the opposite direction. The estimate therefore fixes neither the size of the margin nor the sign of its correction.

### Relaxed bonds and the real polymer

In trans-polyacetylene, a carbon atom that is saturated by an extra bond no longer offers an orbital to the conjugated system. For the remaining orbitals this is a missing site. The gap and cell length used here are rough typical values for that polymer. The rigid lattice is a doubtful assumption here, because the bond alternation in such a chain can shift along it.

To size the effect, let the alternation reverse its sign near the vacancy, so that the chain now begins with a strong bond. It returns to the original pattern through an assumed profile $\tanh[(j-30)/7.14]$, where $j$ numbers the bonds from the end at $B_0$. The width is $(t_1+t_2)/(t_1-t_2)=5.00/0.70$ sites. The level stays at zero, as the surplus of one $B$ site demands. The state moves from the end to the region where the alternation changes sign. Its largest weight drops from 0.431 to 0.139 and lies 30 sites from the end. The recursion for $b_n$ explains this: where the order of strong and weak bonds is reversed, the amplitude grows away from the end, and beyond the wall it decays.

The electronic energy changes by 0.002 eV between the rigid and the assumed relaxed pattern. The elastic energy of the bonds was not evaluated and the profile was not optimized, so this number does not settle which pattern is stable. The small value is also special to the chosen width. A wall about half as wide lowers the electronic energy by roughly 0.5 eV, and one about twice as wide raises it by roughly 1 eV.

### From the chain to an oxide

In an oxide the two kinds of atom have different site energies. Let $A$ be the anion with energy $-m$ and $B$ the cation with energy $+m$, where $m>0$. In the equations of the cut chain, $E$ becomes $E+m$ on $A$ sites and $E-m$ on $B$ sites. The elimination runs as before for $E\ne m$ and gives

$$E^2-m^2=t_1^2+t_2^2+2t_1t_2\cos(\pi j/N).$$

These levels lie in the bands, whose edges for a long chain are $\pm\sqrt{m^2+(t_1-t_2)^2}$. The remaining state has all $a_n=0$ and

$$E=m .$$

The Green function says the same. Its onsite element on $A$ has the numerator $E-m$ in place of $E$, and $E^2-m^2$ in place of $E^2$ under the root. Removing an anion leaves a state on the cations, at the energy of the cation orbital. If $t_1=t_2$, the upper band edge is $m$ itself. The amplitudes on $B$ then alternate in sign without decaying, and nothing is bound. This is a host in which $G_{00}$ keeps one sign throughout the gap.

For a gap of 5.8 eV, roughly that of hafnia, and chosen hoppings of 2.0 and 1.0 eV, the offset is

$$m=\sqrt{2.9^2-1.0^2}=2.72\ \text{eV}.$$

The vacancy level lies $2.90-2.72=0.18$ eV below the upper band. Hafnia is a three-dimensional crystal with several orbitals per atom, so the chain shows a mechanism and does not predict its levels. Published calculations for hafnia place the level of the neutral oxygen vacancy much deeper, roughly 2 eV or more below the conduction band.

One assumption of the model that a real oxide breaks is that the neighbours keep their site energies. A missing negative ion leaves a potential that attracts electrons. If both neighbouring cations are lowered by a chosen 1.5 eV, with the hoppings and $m$ held fixed, the deepest level moves from 0.18 to 1.53 eV below the upper band. The output also shows a second level in the gap. It belongs to the cation on the other side of the vacancy, whose lowered site energy pulls a state out of the upper band.

For a charge-trap or resistive memory the depth of the level matters, because, together with the relaxation of the lattice when the charge changes, it sets the energy needed to release an electron to the band. In this ionic chain the deletion of the atom binds a level only through the assumed difference of the hoppings, which is not taken from hafnia. For the chosen 2.0 and 1.0 eV the level is shallow, and the potential assumed on the neighbours adds most of the depth. At the same gap the depth from deletion alone is $2.9-\sqrt{2.9^2-(t_1-t_2)^2}$ in eV, which reaches 0.80 eV for $t_1-t_2=2.0$ eV and 1.43 eV for 2.5 eV, so the share of the two causes depends on this choice. That potential would bind a level even without the deletion, so the existence of a deep level does not by itself reveal which of the two is at work. An electronic-structure calculation of such a defect must therefore describe that potential and the relaxation of the neighbours, as well as the missing orbital. The remaining values are in the numerical output.

## Computed values

```
Chain, rough polyacetylene regime
t1 = 2.85 eV, t2 = 2.15 eV, cell = 0.245 nm
host gap = 1.400 eV
G00(-0.5 eV) = +0.2052 1/eV
G00(-0.2 eV) = +0.0597 1/eV
G00(+0.2 eV) = -0.0597 1/eV
G00(+0.5 eV) = -0.2052 1/eV
zero of G00: |E| below 1e-10 eV: True
slope of G00 at zero = -0.2857 1/eV^2
weight on B_0 = 0.4309
weight on B_1 = 0.2452
weight on B_2 = 0.1396
weight on B_3 = 0.0794
amplitude ratio per cell = -0.7544
decay length of the density = 0.435 nm
host ring: 200 states in each band
after removal: 199 below, 1 in gap, 199 above
U = 5 eV: level -0.4938 eV, large-U law -0.7000 eV
U = 20 eV: level -0.1697 eV, large-U law -0.1750 eV
U = 100 eV: level -0.0350 eV, large-U law -0.0350 eV
U = 100 eV: expelled state at 100.127 eV
second-neighbour hopping = 0.10 eV (chosen)
  level = 0.1509 eV, first order = 0.1509 eV
  gap centre = 0.2000 eV
  level from gap centre = -0.0491 eV
site repulsion = 4.0 eV (chosen)
  sum of squared weights = 0.2746
  removal level = -0.549 eV, addition = 0.549 eV
relaxed bonds: half-width 7.14 sites, centre bond 30
  |level| below 1e-10 eV: True
  largest weight = 0.1392, 30 sites from the end
  change of electronic energy = 0.002 eV
kT at 300 K = 0.0259 eV, half gap / kT = 27.1
Ionic chain, gap in the rough regime of hafnia
t1 = 2.0 eV, t2 = 1.0 eV, gap = 5.8 eV
ionic offset m = 2.7221 eV
vacancy level = 2.7221 eV from gap centre
  depth below upper band = 0.1779 eV
shift of both neighbours = -1.5 eV (chosen)
  levels in gap = 2
  deepest: 1.5299 eV below upper band
equal hoppings 1.5 eV, same m: levels in gap = 0
```
